\section*{Reduced tunnelling mass from a direct-gap slope and a field-calibration error}

\section{Problem}

In a reverse-biased diode with a strong internal field, valence electrons tunnel across the gap and leave holes behind. For a direct gap $E_g$ the pair generation rate per volume, $G$, follows
\begin{equation}
G=AF^2e^{-B/F},
\label{law}
\end{equation}
where $F$ is the field and $A$, $B$ do not depend on it. The table gives synthetic data for nine p-i-n diodes. Each has a total potential drop $V=1.2$ V across its undoped layer, whose thickness $W$ runs from 20 to 40 nm, so that $F=V/W$. The gap is known, $E_g=0.80$ eV. The scatter of $\ln G$ is random with standard deviation $\sigma=0.05$. The last column is $y=\ln(G/F^2)$, with $G$ in cm$^{-3}$\,s$^{-1}$ and $F$ in MV/cm.

\begin{center}
\begin{tabular}{cccc}
$F$ & $1/F$ & $G$ & $y$\\
MV/cm & cm/MV & cm$^{-3}$s$^{-1}$ & \\ \hline
0.6000 & 1.6667 & $3.4315\times10^{27}$ & 64.4245\\
0.5333 & 1.8750 & $8.2918\times10^{26}$ & 63.2397\\
0.4800 & 2.0833 & $1.9665\times10^{26}$ & 62.0114\\
0.4364 & 2.2917 & $4.7481\times10^{25}$ & 60.7809\\
0.4000 & 2.5000 & $1.2286\times10^{25}$ & 59.6031\\
0.3692 & 2.7083 & $3.0706\times10^{24}$ & 58.3766\\
0.3429 & 2.9167 & $8.4082\times10^{23}$ & 57.2295\\
0.3200 & 3.1250 & $2.3527\times10^{23}$ & 56.0939\\
0.3000 & 3.3333 & $5.6850\times10^{22}$ & 54.8026
\end{tabular}
\end{center}

(a) Derive $A$ and $B$ for two bands coupled linearly in the wave vector, and find the reduced mass $m_r$, defined by $1/m_r=1/m_c+1/m_v$ with $m_c$ and $m_v$ the electron and hole masses. (b) Suppose the field scale is wrong by a common 5\,\%, for instance because all thicknesses share one calibration. What happens to the mass, and can the data reveal the error?

\section{First estimate by scaling}

Let $e>0$ be the elementary charge. If $m_r$, $E_g$, $\hbar$ and $e$ are the only parameters, the one length they form is $\hbar/\sqrt{m_rE_g}$. A field is an energy divided by a charge and a length, so
\begin{equation}
B=c\,\frac{m_r^{1/2}E_g^{3/2}}{e\hbar},
\label{scaling}
\end{equation}
with a pure number $c$. To guess $c$, take a decay constant $\kappa=\sqrt{m_rE_g}/\hbar$ over the whole forbidden path. The path has length $E_g/(eF)$, because the band edges must shift by $E_g$. The probability decays as $\exp[-2\kappa E_g/(eF)]$, which gives $c=2$.

The first and last rows of the table give
\[
B\approx\frac{64.4245-54.8026}{3.3333-1.6667}\ \frac{\rm MV}{\rm cm}=5.77\ {\rm MV/cm}=0.577\ {\rm V/nm}.
\]
With $\hbar^2/m_0=0.0762$ eV\,nm$^2$, where $m_0$ is the free-electron mass, equation (\ref{scaling}) yields
\[
\frac{m_r}{m_0}\approx\frac{0.0762\times0.577^2}{2^2\times0.80^3}=0.012 .
\]
The calibration error can be estimated without knowing $c$. Since $B$ is a field, it carries the scale error of the field axis, and $m_r\propto B^2$. A 5\,\% error therefore becomes about 10\,\% in the mass.

\section{Exact solution of the two-band model}

\subsection{Bands and the path through the gap}

Measure energy from midgap. Two spin-degenerate bands with a linear coupling are described by
\begin{equation}
H=\hbar v(\alpha_xk_x+\alpha_yk_y+\alpha_zk_z)+\beta E_g/2,
\label{ham}
\end{equation}
where the four $4\times4$ matrices anticommute and each squares to one. In $H^2$ the cross terms cancel, so $E^2=E_g^2/4+\hbar^2v^2k^2$. The vertical separation of the bands at small $k$ is
\[
2\sqrt{E_g^2/4+\hbar^2v^2k^2}\simeq E_g+\frac{2\hbar^2v^2k^2}{E_g}.
\]
By definition of the masses it is also $E_g+\hbar^2k^2/(2m_r)$. Equating the two gives
\begin{equation}
v^2=\frac{E_g}{4m_r}.
\label{v}
\end{equation}

Let the force point along $x$, and let $k_\perp$ be the conserved transverse wave vector. Define $M^2=E_g^2/4+\hbar^2v^2k_\perp^2$. Inside the gap $k_x=i\kappa$, hence $\hbar v\kappa=\sqrt{M^2-E^2}$. At fixed total energy, the energy relative to the local midgap changes linearly along the path, $dE=eF\,dx$. The tunnelling exponent is then
\begin{align}
S&=2\int\kappa\,dx=\frac{2}{eF\hbar v}\int_{-M}^{M}\sqrt{M^2-E^2}\,dE
=\frac{\pi M^2}{\hbar veF}\nonumber\\
&=\frac{\pi m_r^{1/2}E_g^{3/2}}{2e\hbar F}+\frac{\pi\hbar}{2eF}\sqrt{\frac{E_g}{m_r}}\,k_\perp^2 .
\label{S}
\end{align}
The integral is the area of a half disc, $\pi M^2/2$. The last line uses $v=\tfrac12\sqrt{E_g/m_r}$.

\subsection{Why the prefactor of the probability is one}

The semiclassical exponent does not fix a prefactor. For this model the full time evolution does. The force gives $\hbar k_x=eFt$. The part of $H$ without $k_x$ anticommutes with $\alpha_x$ and squares to $M^2$. A change of basis therefore splits the problem into two identical blocks,
\[
i\hbar\,\dot\psi=(eFvt\,\sigma_z+M\sigma_x)\psi .
\]
With $\tau=t\sqrt{eFv/\hbar}$ and $\delta^2=M^2/(\hbar eFv)$ the components obey
\[
ia'=\tau a+\delta b,\qquad ib'=-\tau b+\delta a .
\]
Inserting $b=(ia'-\tau a)/\delta$ into the second equation gives
\begin{equation}
a''+(\tau^2+\delta^2+i)a=0 .
\label{weber}
\end{equation}
The state $a$ lies in the valence band at $\tau\to-\infty$ and in the conduction band at $\tau\to+\infty$, so we need the part of $a$ that survives. Try $a\sim e^{-i\tau^2/2}\tau^\nu$ at large $|\tau|$. Then $a''\simeq(-\tau^2-2i\nu-i)a$, and (\ref{weber}) requires $\nu=-i\delta^2/2$. The other solution behaves as $e^{i\tau^2/2}\tau^{-1-\nu}$ and is absent at the start, where $b=0$.

Now continue $\tau$ from $-R$ to $R$ along a large half circle in the upper half plane. In its first quarter $e^{-i\tau^2/2}$ is the decaying solution. A purely decaying solution keeps its asymptotic form through the next quarter, where it grows. On reaching the real axis, any admixture of the other solution is smaller by a factor of order $1/R$. The phase of $\tau$ has changed by $-\pi$, so
\[
\left|\frac{a(R)}{a(-R)}\right|\to\left|e^{-i\pi\nu}\right|=e^{-\pi\delta^2/2},
\qquad P=e^{-\pi\delta^2}=e^{-S}.
\]
This is the Landau--Zener probability, and its prefactor is one. A direct time integration of the four-band equation at $F=0.6$ MV/cm and $k_\perp=0$ gives $P=6.770\times10^{-5}$; the formula gives $6.792\times10^{-5}$. The difference comes from the finite time span and nearly vanishes when the span is doubled.

\subsection{Generation rate}

There are $2/(2\pi)^3$ states per volume and per unit volume of $k$ space, the 2 being for spin. They cross the plane $k_x=0$ at the rate $\dot k_x=eF/\hbar$. With a full valence band and an empty conduction band,
\begin{align}
G&=\frac{2}{(2\pi)^3}\frac{eF}{\hbar}\int d^2k_\perp\,e^{-S}
=\frac{eF}{4\pi^3\hbar}\;\frac{2eF}{\hbar}\sqrt{\frac{m_r}{E_g}}\;e^{-B/F},
\end{align}
where $\int d^2k\,e^{-\gamma k^2}=\pi/\gamma$ was used with $\gamma$ read from (\ref{S}). Hence
\begin{equation}
B=\frac{\pi m_r^{1/2}E_g^{3/2}}{2e\hbar},\qquad
A=\frac{e^2m_r^{1/2}}{2\pi^3\hbar^2E_g^{1/2}} .
\label{AB}
\end{equation}
One power of $F$ comes from the rate of passage, the other from the range of transverse momenta that can tunnel. This is why $G$ must be divided by $F^2$ to obtain a straight line. Inverting $B$,
\begin{equation}
m_r=\frac{4e^2\hbar^2B^2}{\pi^2E_g^3}.
\label{mass}
\end{equation}

\subsection{The fit}

Write $x=1/F$. The line is $y=\ln A-Bx$. Least squares uses $S_{xx}=\sum(x-\bar x)^2$ and $S_{xy}=\sum(x-\bar x)y$. The table gives $\bar x=2.5000$ cm/MV, $S_{xx}=2.6042$ (cm/MV)$^2$ and $S_{xy}=-14.9776$ cm/MV, so
\[
B=-\frac{S_{xy}}{S_{xx}}=5.751\ {\rm MV/cm},\qquad
\sigma_B=\frac{\sigma}{\sqrt{S_{xx}}}=0.031\ {\rm MV/cm}.
\]
The expression for $\sigma_B$ holds because the slope is a sum of independent errors with weights $(x-\bar x)/S_{xx}$. Equation (\ref{mass}) gives
\[
\frac{m_r}{m_0}=\frac{4\times0.0762\times0.5751^2}{\pi^2\times0.80^3}=0.01995,
\]
or $m_r=1.82\times10^{-32}$ kg. Since $m_r\propto B^2$, its relative statistical error is $2\sigma_B/B=1.1\,\%$. The data were generated with $m_r=0.0200\,m_0$, which lies within that error.

\subsection{A common scale error}

Let the recorded field be $F_{\rm r}=(1+\varepsilon)F$. Substituting $F=F_{\rm r}/(1+\varepsilon)$ in (\ref{law}),
\begin{equation}
\ln\frac{G}{F_{\rm r}^2}=\ln A-2\ln(1+\varepsilon)-\frac{(1+\varepsilon)B}{F_{\rm r}} .
\label{scale}
\end{equation}
The plot is still a straight line, with apparent slope constant $(1+\varepsilon)B$. The apparent mass is therefore
\begin{equation}
m_{\rm app}=(1+\varepsilon)^2m_r .
\end{equation}
Two questions have different answers:

\begin{itemize}
\item If the table is correct and someone reads its fields 5\,\% high, the fit gives $0.02200\,m_0$, a change of $+10.25\,\%$. Fields read 5\,\% low give $0.01801\,m_0$, a change of $-9.75\,\%$.
\item If the table itself may be wrong by up to 5\,\% either way, the true mass is $m_{\rm app}/(1+\varepsilon)^2$. It lies between $0.01810$ and $0.02211\,m_0$, that is, from $-9.30\,\%$ to $+10.80\,\%$ about the fitted value. Fields recorded too high correspond to the lower end.
\end{itemize}

If 5\,\% is instead the standard deviation $s$ of a random scale factor, independent of the scatter, the leading-order relative error is
\[
\frac{\sigma_m}{m_r}\simeq2\sqrt{(\sigma_B/B)^2+s^2}=10.06\,\% .
\]
A Monte Carlo calculation gives 10.23\,\%. The excess is mainly of higher order in $\varepsilon$. From $(1+\varepsilon)^{-2}\simeq1-2\varepsilon+3\varepsilon^2-4\varepsilon^3$ and Gaussian moments, the variance is $4s^2+66s^4$ to this order, which raises the standard deviation by about 2\,\% of itself. More diodes with the same thickness calibration reduce $\sigma_B$ but leave $s$ unchanged.

\subsection{Can the data reveal the error?}

The residuals cannot, because (\ref{scale}) is as straight as the original line. The intercept can in principle. It is $\ln A-2\ln(1+\varepsilon)$. The value predicted from the apparent mass is $\ln A+\ln(1+\varepsilon)$, because $A\propto m_r^{1/2}$. The difference, intercept minus prediction, is
\begin{equation}
-3\ln(1+\varepsilon)=-0.146\quad\hbox{for }\varepsilon=0.05 .
\end{equation}
The intercept is an extrapolation to $1/F=0$, with standard error
\[
\sigma\sqrt{\frac19+\frac{\bar x^2}{S_{xx}}}=0.079 .
\]
The difference has a slightly smaller standard error, 0.074, because the errors of intercept and fitted mass are correlated. The signal is thus only about two standard errors. It also assumes that $G$ is correct. If $G$ is obtained from a current density and the same wrong thickness, it is too high by the factor $1+\varepsilon$, and the signal shrinks to $-2\ln(1+\varepsilon)=-0.098$. For the tabulated data the fitted intercept is 73.997, against 74.020 predicted by (\ref{AB}) from the fitted mass. The difference is well within the standard error, so no mismatch is seen.

This comparison also needs an absolute $G$ and a trusted prefactor. A constant factor in $G$, such as an error in device area, moves the intercept and leaves the slope alone. The choice of theory also acts mainly on the intercept: in the limit of a very large exponent, first-order adiabatic perturbation theory gives a probability about 1.10 times the exact one. Using that limiting factor in $A$ shifts $\ln A$ by about 0.09, more than half of the signal sought. At the exponents of these diodes, 10 to 19, the limit is not yet reached: for $k_\perp=0$ the first-order probability is 1.23 to 1.19 times the exact one. The logarithm then shifts by 0.21 to 0.17, more than the whole signal. Because this factor varies with field it also tilts the line: a refit raises the mass by 0.7\,\% and moves the difference by $+0.23$.

The finite layer matters too. Pairs can form only over a length $W-E_g/(eF)=W[1-E_g/(eV)]$, here $W/3$, and a current density must be divided by $e$ times this length to give $G$. Dividing by the full $W$ instead would lower $\ln G$ by 1.10. Even with the right length, two-band transmission through the layer shifts the difference between intercept and prediction by about $+0.05$ if the field starts abruptly, and by $-0.2$ to $-0.3$ if it rises over a few nanometres centred on each edge of the layer. These figures assume a full valence band in the p contact. In a contact doped at $5\times10^{19}$ cm$^{-3}$ the hole Fermi level at room temperature lies roughly 0.14 eV below the valence edge, and holes empty part of the 0.40 eV energy range open to tunnelling. Then $\ln G$ falls by about 0.45 and, for the abrupt profile, the difference moves from $+0.05$ to about $-0.4$, while the mass changes by only about half a per cent. The intercept can therefore reveal a 5\,\% calibration error only if the field profile and the occupation of the contacts are known well.

\subsection{A second case: an offset in the field}

Suppose instead that $F_{\rm r}=F+\Delta$, with the same $\Delta$ for all diodes. Put $u=1/F_{\rm r}$ and $r=F_{\rm r}/F$. Then
\[
y=\ln A+2\ln F+2\ln u-\frac BF,\qquad \frac{dF}{du}=-F_{\rm r}^2,
\]
and differentiation gives
\begin{equation}
-\frac{dy}{du}=Br^2+2F_{\rm r}(r-1)=Br^2+2r\Delta .
\end{equation}
The slope now varies with field, so the line bends. At $F=0.4$ MV/cm an offset of 0.02 MV/cm is again 5\,\%. With the model value $B=5.758$ MV/cm the local slope constant is $5.758\times1.05^2+0.042=6.39$ MV/cm. The implied mass is high by $(6.39/5.758)^2-1=23\,\%$, and a refit of all nine noiseless points gives $+23.1\,\%$. Apart from the small term $2r\Delta$, an offset multiplies the local slope constant by $r^2$, where a scale error multiplies it by $r$. The statement ``5\,\% field error'' is thus incomplete until its dependence on field is given.

\section{Comparison of the estimate with the solution}

Equation (\ref{AB}) confirms the scaling law (\ref{scaling}) and replaces $c=2$ by $c=\pi/2$. The reason is geometric. The estimate used $\kappa=\sqrt{m_rE_g}/\hbar$, which by (\ref{v}) is the two-band value at midgap, the largest on the path. The true $\kappa$ falls to zero at both band edges and traces a half ellipse, whose area is $\pi/4$ of the enclosing rectangle. Because $m_r\propto c^{-2}$, the estimated mass is low by the factor $(\pi/4)^2=0.62$, which agrees within rounding with the ratio of 0.012 to 0.01995. The scaling estimate of the calibration error, 10\,\%, needed no such correction, because it rests on the dimension of $B$ alone.

The number $c$ depends on the dispersion inside the gap. Suppose each band is continued parabolically, $\hbar\kappa=\sqrt{2m_c\Delta_c}$ at depth $\Delta_c$ below the conduction edge, and similarly above the valence edge. The branches meet where $m_c\Delta_c=m_v\Delta_v$. With $\Delta_c+\Delta_v=E_g$ this gives $\Delta_c=E_gm_r/m_c$ and $\Delta_v=E_gm_r/m_v$. The exponent becomes
\begin{align}
S_{\rm par}&=\frac{4}{3eF\hbar}\left[\sqrt{2m_c}\,\Delta_c^{3/2}+\sqrt{2m_v}\,\Delta_v^{3/2}\right]\nonumber\\
&=\frac{4\sqrt2}{3}\,\frac{m_r^{3/2}E_g^{3/2}}{e\hbar F}\left(\frac1{m_c}+\frac1{m_v}\right)
=\frac{4\sqrt2}{3}\,\frac{m_r^{1/2}E_g^{3/2}}{e\hbar F}.
\end{align}
Now $c=4\sqrt2/3=1.89$, and the same slope would be read as $0.01385\,m_0$, lower by 30.6\,\%. For these data the choice of dispersion matters three times as much as the calibration error. A quoted tunnelling mass needs its formula beside it.

Unequal masses alone do not have this effect. Add the same term $\hbar^2k^2/(2m_a)$ to both bands, with $1/m_a=(1/m_c-1/m_v)/2$. In the gap both branches shift by $-\hbar^2\kappa^2/(2m_a)$. At $k_\perp=0$ the area $\int\kappa\,dE$ can be computed as $\int(E_+-E_-)\,d\kappa$, from which the common shift cancels. Numerically, $m_c=0.036\,m_0$ and $m_v=0.045\,m_0$ change the inferred mass by less than 0.001\,\%.

\section{Germanium diodes and the limits of the model}

The parameters are rough values for direct tunnelling in germanium, whose lowest gap, about 0.66 eV, is indirect. The fields are high, the undoped layers thin, and the tunnelling lengths $E_g/(eF)$ run from 13 to 27 nm. The model currents span $1.2\times10^{-2}$ to $3.7\times10^{2}$ A/cm$^2$; at the upper end a real diode may also need a correction for series resistance, depending on its area and contacts, which is not included here. A generated pair has at most $1.2-0.80=0.40$ eV of kinetic energy from the field. An electron that relaxes to the indirect valley releases a further $0.80-0.66=0.14$ eV. Even the total, 0.54 eV, is below the lowest gap, so in this model the pair cannot create another by impact ionisation.

Real contacts break the assumption $F=V/W$. Suppose first that contacts doped at $5\times10^{19}$ cm$^{-3}$, with relative permittivity 16, are fully depleted next to the undoped layer. They then take part of the drop: $FW+qF^2=V$, where $q$ is the permittivity divided by $e$ times the doping. The nominal field is then too high, yet the inferred mass falls, by 6.1\,\%. To first order $1/F\simeq1/F_{\rm r}+qF_{\rm r}/V$, whose derivative with respect to $1/F_{\rm r}$ is $1-qF_{\rm r}^2/V$, less than one. An error whose relative size grows fast enough with field, here as $F^2$, can thus act opposite to a common scale error of the same sign.

The figure of 6.1\,\% is not a prediction for real contacts of this doping. The formula puts a drop of only $qF^2/2$ in each contact, 0.03 V at the highest field and 0.008 V at the lowest. Contacts this heavily doped are degenerate, with Fermi energies of roughly 0.1 eV, and full depletion needs a drop well above that energy divided by $e$. For weak band bending the drop is instead proportional to $F$, so that $F(W+\ell)=V$ with a fixed length $\ell$ set by screening in the two contacts. Then $1/F=1/F_{\rm r}+\ell/V$, and the exponential part of the slope does not change. Dividing $G$ by $F_{\rm r}^2$ instead of $F^2$ still lowers the inferred mass, by about 1\,\% for each nanometre of $\ell$. The difference between intercept and prediction moves much more, by about $-0.6$ per nanometre.

Other changes can be estimated one at a time. Counting only the energies open to tunnelling, a range of 0.40 eV at $k_\perp=0$, while keeping the uniform-field probability, lowers the inferred mass by 1.1\,\%. The ends of the layer matter as much, because it is only 1.5 tunnelling lengths thick. With the total drop kept at 1.2 V, solving the two-band equation for transmission between field-free contacts changes the mass by only $-0.1\,\%$ if the field starts abruptly, but by $-2.1\,\%$ for a linear and $-2.8\,\%$ for a logistic rise from 10 to 90\,\% of its value over 4.4 nm, centred on each edge of the layer. The position of the rise matters: the same linear ramp placed wholly inside the layer changes the mass by $-0.5\,\%$. A gap taken 10 meV too high lowers it by 3.7\,\%, as $E_g^{-3}$ requires. Phonon-assisted tunnelling into the indirect valley is less certain: an assumed 5\,\% share at the lowest field raises the inferred mass by 2.5\,\% if the indirect path has parabolic bands, a prefactor proportional to $F^{5/2}$ and a reduced mass of $0.03\,m_0$, but lowers it by 0.5\,\% if that mass is $0.02\,m_0$. The actual share depends on a coupling strength not computed here. Generation through traps, which can matter in real diodes at low field, is left out. So are heavy holes: with a rough mass of $0.3\,m_0$, their exponential factor at the highest field is 0.077 of the light-hole one if the two-band formula is used for both, but only 0.007 if the heavy-hole path is given the parabolic formula.

Finally, plotting $\ln G$ without dividing by $F^2$ changes the slope constant to $B+2F$, since $d(2\ln F)/d(1/F)=-2F$. Over this field range the inferred mass would rise by 30.6\,\%.

\section*{Table of computed values}
\begin{verbatim}
gap 0.80 eV, m_c 0.036, m_v 0.045, m_r 0.0200 m0
total drop 1.2 V; scatter in ln G 0.05
model B 5.7583 MV/cm; A 1.4033e+32 cm^-3 s^-1 (MV/cm)^-2
passage at 0.6 MV/cm: propagated 6.7698e-05, formula 6.7922e-05
first-order/exact probability 1.0986; ln 0.094
W nm | F MV/cm | 1/F cm/MV | G cm^-3 s^-1 | ln(G/F^2)
20.0 | 0.6000 | 1.6667 | 3.4315e+27 | 64.4245
22.5 | 0.5333 | 1.8750 | 8.2918e+26 | 63.2397
25.0 | 0.4800 | 2.0833 | 1.9665e+26 | 62.0114
27.5 | 0.4364 | 2.2917 | 4.7481e+25 | 60.7809
30.0 | 0.4000 | 2.5000 | 1.2286e+25 | 59.6031
32.5 | 0.3692 | 2.7083 | 3.0706e+24 | 58.3766
35.0 | 0.3429 | 2.9167 | 8.4082e+23 | 57.2295
37.5 | 0.3200 | 3.1250 | 2.3527e+23 | 56.0939
40.0 | 0.3000 | 3.3333 | 5.6850e+22 | 54.8026
mean 1/F 2.5000 cm/MV; mean ln(G/F^2) 59.6180
Sxx 2.6042 (cm/MV)^2; Sxy -14.9776 cm/MV
fitted B 5.7514 +- 0.0310 MV/cm
fitted intercept 73.997 +- 0.079; model 74.022
fitted m_r 0.01995 m0 = 1.8175e-32 kg
statistical error of m_r 1.08 %
fields read 5% high: m_r 0.02200 m0 (+10.25 %)
fields read 5% low: m_r 0.01801 m0 (-9.75 %)
true-mass interval 0.01810 to 0.02211 m0
interval relative to fit -9.30 % to +10.80 %
random 5% scale + scatter: formula 10.06 %
same by Monte Carlo 10.23 %
intercept mismatch for +5% scale -0.146
Changes of inferred m_r from neglected effects or slips:
no division by F^2: +30.6 %
field offset +0.020 MV/cm: +23.1 %
gap taken 10 meV high: -3.66 %
parabolic formula used: -30.6 %, m_r 0.01385 m0
unequal masses: +0.000 %
contact depletion, 5e+19 cm^-3: -6.08 %
background doping, 1e+16 cm^-3: -0.07 %
finite energy window: -1.06 %
thermal generation, lifetime 100 ns: -0.07 %
assumed 5% indirect part at lowest F: +2.52 %
indirect B 6.34 MV/cm (gap 0.66 eV, mass 0.03 m0)
indirect/direct exponential at lowest F 0.142
heavy-hole/light-hole exponential at highest F 0.077
energy left after pair creation 0.40 eV; least gap 0.66 eV
tunnel length 13.3 to 26.7 nm
current density 1.24e-02 to 3.67e+02 A/cm^2
\end{verbatim}
